# Bake acceleration of charge loss in a charge-trap memory cell

**Question.** A charge-trap memory cell stores electrons in a dielectric layer. Let $q(t)$ be the retained fraction of the stored charge, with $q(0)=1$. At fixed absolute temperature $T$ it obeys

$$
\frac{dq}{dt}=-r(T)\,f(q),\qquad r(T)=\nu\,e^{-E_a/kT},
$$

where $f$ is continuous, positive for $q>0$ and independent of temperature, $\nu$ is a constant, and $k$ is Boltzmann's constant. The use temperature is 85 °C and the bake temperature is 250 °C, denoted $T_1$ and $T_2$. "Acceleration" means the ratio of the times needed to reach the same loss. Because $q$ is a ratio of charges, the choice of electrical units plays no part.

## (a) Time to a given loss

*Find the time to fall to $q_c$, with $0<q_c<1$, and show that the acceleration depends neither on $f$ nor on $q_c$.*

**Answer.** Since $f>0$, the rate equation can be divided by $f$ and separated:

$$
r(T)\,dt=-\frac{dq}{f(q)} .
$$

The temperature is fixed, so $r(T)$ is constant during the decay. Integrating from $q=1$ at time zero to $q=q_c$ at time $t$, and using the minus sign to exchange the limits, gives

$$
r(T)\,t(T)=\int_{q_c}^{1}\frac{dq}{f(q)} .
$$

The right side is the same number at both temperatures. Hence $r(T_1)t(T_1)=r(T_2)t(T_2)$, and

$$
A\equiv\frac{t(T_1)}{t(T_2)}=\frac{r(T_2)}{r(T_1)}
=\exp\!\left[\frac{E_a}{k}\left(\frac1{T_1}-\frac1{T_2}\right)\right].
$$

The constant $\nu$ has cancelled. The exponent is positive because $T_2>T_1$. The factor tends to 1 when $E_a\to0$ or $T_2\to T_1$, as it must. $A$ is also the ratio of loss rates at equal $q$, since $f(q)$ then cancels.

## (b) The factor for 1.1 eV

*Show that $A$ is about 76,000 for $E_a=1.1$ eV. How sensitive is it to $E_a$?*

**Answer.** The Arrhenius law requires absolute temperatures: $T_1=358.15$ K and $T_2=523.15$ K. With $k=8.61733\times10^{-5}$ eV/K,

$$
\Delta\equiv\frac1{kT_1}-\frac1{kT_2}
=\frac{8.80629\times10^{-4}\ \text{K}^{-1}}{8.61733\times10^{-5}\ \text{eV/K}}
=10.219\ \text{eV}^{-1},
$$

$$
\ln A=1.1\times10.2193=11.241,\qquad A=e^{11.241}\approx7.6\times10^4 .
$$

Direct integration of the rate equation down to $q_c=0.9$ gives the same ratio for $f=q$ and for $f=q\,e^{3(q-1)}$, as the numerical output shows.

Because $\ln A=E_a\Delta$, a change of 0.1 eV multiplies or divides $A$ by $e^{0.1\Delta}=2.78$. The factor is about 27,000 for 1.0 eV and 212,000 for 1.2 eV. An error of only 1% in the activation energy, 0.011 eV, changes $A$ by 11 to 12%, so the figure 76,000 is much less certain than the energy put into it.

## (c) Equal loss and equal time

*A model cell with $f=q$ and $E_a=1.1$ eV loses 10% of its charge in ten years at 85 °C. Find the equivalent bake time at 250 °C. Is the charge lost in 100 h at 250 °C also 76,000 times that lost in 100 h at 85 °C?*

**Answer.** Ten years are 87,660 h, so the equivalent bake lasts

$$
t(T_2)=\frac{87\,660\ \text{h}}{76\,206}=1.15\ \text{h}=69\ \text{min}.
$$

For $f=q$ the solution is $q=e^{-rt}$. The ten-year condition fixes the rate at 85 °C:

$$
r(T_1)=\frac{-\ln0.9}{87\,660\times3600\ \text{s}}=3.34\times10^{-10}\ \text{s}^{-1},
$$

and $r(T_2)=A\,r(T_1)=2.54\times10^{-5}$ s⁻¹. The loss after time $t$ is $1-e^{-rt}$. After 100 h it is 0.0120% at 85 °C and 99.99% at 250 °C. Their ratio is about 8,300, well below $A$.

To see why, set $x=r(T_1)t$. The ratio of losses in equal times is $(1-e^{-Ax})/(1-e^{-x})$. Define

$$
h(x)=A(1-e^{-x})-(1-e^{-Ax}).
$$

Then $h(0)=0$ and $h'(x)=A(e^{-x}-e^{-Ax})>0$ for $x>0$ and $A>1$. Thus $h>0$, and for $f=q$ the ratio of losses is below $A$ at every positive time. (This bound depends on $f$: for a law that speeds up as charge is lost, such as $f=1/q$, the ratio is $1.38A$ at $Ax=0.4$.) It approaches $A$ as $x\to0$ and 1 as $x\to\infty$: the hot cell runs out of charge while the cooler one is still losing it.

## (d) When one rate factor is not enough

*(i) The stored charge lowers the barrier, so that the loss rate is $\nu q\,e^{-(E_a-\lambda q)/kT}$ with $\lambda=0.1$ eV. Bound the acceleration for 10% loss. (ii) A temperature-independent leakage path with the same $f$ supplies a fraction $w$ of the total rate at $T_1$. Find the acceleration.*

**Answer.** (i) Charge and temperature no longer factor. Separating variables at fixed $T$ now gives

$$
t(T)=\frac1\nu\int_{0.9}^{1}\frac{e^{(E_a-\lambda q)/kT}}{q}\,dq .
$$

Since $1/kT_1=1/kT_2+\Delta$, the integrand at $T_1$ equals the integrand at $T_2$ multiplied by $e^{(E_a-\lambda q)\Delta}$. The time ratio is therefore a weighted average of this factor, with positive weights, and lies between its values at the ends of the interval:

$$
e^{(E_a-\lambda)\Delta}<\frac{t(T_1)}{t(T_2)}<e^{(E_a-0.9\lambda)\Delta}.
$$

The lower bound is the 1.0 eV value, $2.74\times10^4$. The upper bound is larger by $e^{0.01\times10.219}=1.108$, which gives $3.04\times10^4$. Numerical integration gives $2.90\times10^4$. Using the zero-charge barrier of 1.1 eV in the formula of part (a) would overstate the acceleration by a factor of 2.6. The energy to use is the apparent one for the chosen loss and pair of temperatures,

$$
E_{\rm app}=\frac{\ln[t(T_1)/t(T_2)]}{\Delta},
$$

which is about 1.005 eV here.

(ii) Let the total rate at $T_1$ be $r_1$. The activated part $(1-w)r_1$ grows by the factor $A$, and the leakage part $wr_1$ does not change. The acceleration is

$$
\frac{(1-w)r_1A+wr_1}{r_1}=(1-w)A+w .
$$

For $w=0.9$ this is about 7,600, ten times below $A$, and it approaches 1 only when $1-w\ll1/A$. At $w=0.9$ leakage supplies only about $10^{-4}$ of the rate at 250 °C, so the bake measures the activated path and hardly sees the path that controls use. The factor $A$ thus presupposes that the same activated process controls the loss at both temperatures.

## (e) Trap depth and apparent energy

*Electrons leave traps of depth $E$ for a parabolic band of effective mass $m$ and are not recaptured. The capture cross section $\sigma$ is constant, and an occupied trap has $g_t$ states against one for an empty trap. Derive the emission rate. What depth gives an apparent energy of 1.1 eV between the two temperatures?*

**Answer.** Measure energy from the band edge, so that the trap level is at $-E$. In equilibrium with chemical potential $\mu$, the ratio of occupied to empty traps is $g_t e^{(\mu+E)/kT}$. For a dilute band population, an empty trap captures electrons at the rate

$$
c=\sigma\int_0^\infty v(\varepsilon)\,g(\varepsilon)\,e^{(\mu-\varepsilon)/kT}\,d\varepsilon .
$$

Detailed balance equates emission from occupied traps with capture by empty ones, so the emission rate is $e(T)=c\,/\,[g_te^{(\mu+E)/kT}]$. The chemical potential cancels:

$$
e(T)=\frac{\sigma}{g_t}\,e^{-E/kT}\int_0^\infty v(\varepsilon)g(\varepsilon)e^{-\varepsilon/kT}d\varepsilon .
$$

The speed is $v=\sqrt{2\varepsilon/m}$, and the density of states per volume, with both spins, is $g=(2m/\hbar^2)^{3/2}\sqrt\varepsilon/(2\pi^2)$. In their product the numerical factor is $2^{1/2}\,2^{3/2}=4$ and the mass factor is $m^{3/2-1/2}=m$, so

$$
v\,g=\frac{4m\varepsilon}{2\pi^2\hbar^3}=\frac{2m\varepsilon}{\pi^2\hbar^3}.
$$

With $\int_0^\infty\varepsilon e^{-\varepsilon/kT}d\varepsilon=(kT)^2$,

$$
e(T)=\frac{2m\sigma(kT)^2}{g_t\pi^2\hbar^3}\,e^{-E/kT}.
$$

Without recapture $dq/dt=-e(T)q$, so the time ratio is

$$
\frac{e(T_2)}{e(T_1)}=\left(\frac{T_2}{T_1}\right)^2e^{E\Delta}.
$$

If 1.1 eV were the depth, this would be $2.134\times76\,206\approx1.63\times10^5$. Taking the logarithm and dividing by $\Delta$ gives the apparent energy,

$$
E_{\rm app}=E+\frac{2\ln(T_2/T_1)}{\Delta}
=E+\frac{0.758}{10.219\ \text{eV}^{-1}}=E+0.074\ \text{eV}.
$$

A depth of 1.026 eV therefore gives an apparent energy of 1.1 eV and restores the factor 76,000. This holds when no electric field alters the emission barrier. If a field lowers the barrier by the same amount at both temperatures, with the rest of the rate unchanged, the apparent energy falls by that amount.

The factor does not fix the lifetime. For $\sigma=10^{-15}$ cm², the free-electron mass and $g_t=2$, the prefactor at 85 °C is $1.92\times10^{11}$ s⁻¹. With $E=1.026$ eV the emission rate is about $7\times10^{-4}$ s⁻¹, a mean time of roughly 24 minutes. Written as $\nu e^{-E_a/kT}$ with the apparent energy $E_a=1.1$ eV, this rate corresponds to $\nu=2.1\times10^{12}$ s⁻¹. The ten-year cell of part (c) has the same $A$ but a $\nu$ of only $1.0\times10^6$ s⁻¹. With the same $\sigma$, $m$ and $g_t$, its rate would need a depth of about 1.48 eV, for which the factor is about $7.5\times10^6$. These parameters are illustrative: the prefactor scales as $m\sigma/g_t$, the band mass of a dielectric differs from the free-electron mass, and recapture and tunnelling are left out of this model.

## (f) A spread of trap depths

*Traps are spread uniformly from $E_{\min}=0.8$ eV to $E_{\max}=2.0$ eV, each emptying at the rate $\nu_0e^{-E/kT}$ with $\nu_0=10^{13}$ s⁻¹. Does one acceleration factor describe all levels of loss?*

**Answer.** Each depth decays exponentially, so the retained fraction is

$$
q=\frac1{E_{\max}-E_{\min}}\int_{E_{\min}}^{E_{\max}}
\exp\!\left(-\nu_0t\,e^{-E/kT}\right)dE .
$$

Substitute $y=\nu_0t\,e^{-E/kT}$, for which $dE=-kT\,dy/y$. Away from the edges of the distribution, the upper limit in $y$ is large and can be replaced by infinity. The lower limit $\delta=\nu_0t\,e^{-E_{\max}/kT}$ is small. Integration by parts gives

$$
\int_\delta^\infty\frac{e^{-y}}y\,dy
=-e^{-\delta}\ln\delta+\int_\delta^\infty e^{-y}\ln y\,dy
\simeq-\ln\delta-\gamma ,
$$

because $\int_0^\infty e^{-y}\ln y\,dy=-\gamma$, where $\gamma$ is Euler's constant. Since $-kT\ln\delta=E_{\max}-kT\ln(\nu_0t)$,

$$
q\simeq\frac{E_{\max}-E_x}{E_{\max}-E_{\min}},\qquad
E_x=kT\left[\ln(\nu_0t)+\gamma\right].
$$

The energy $E_x$ marks the emptying front: the loss is as if all traps shallower than $E_x$ were empty and all deeper ones full. A chosen loss fixes $E_x$. Solving for the time gives $t=\nu_0^{-1}e^{E_x/kT-\gamma}$, and in the ratio both $\nu_0$ and $\gamma$ cancel:

$$
\frac{t(T_1)}{t(T_2)}=e^{E_x\Delta}.
$$

The answer is no: away from the edges of the distribution, the activation energy is the front energy and rises with the loss. For these parameters the formula holds within 3% from 10% to 90% loss; at 1% loss the true ratio is about 34% larger. At 25% loss $E_x=0.8+0.25\times1.2=1.1$ eV and the factor is again 76,000, but this loss takes only 169 s at 85 °C. At 50% loss $E_x=1.4$ eV and the factor is $1.6\times10^6$. Root finding on the integrated retained charge confirms both ratios.

After ten years at 85 °C the front stands at 1.55 eV and the loss is 62%. The factor for that loss is $e^{1.5456\times10.219}\approx7\times10^6$, so the equivalent bake lasts about 44 s, not 69 min. In this model, a 1.1 eV energy found from an early loss cannot be carried over to the ten-year loss.

## Values computed for the example and the checks

```
Boltzmann constant: 8.617333e-05 eV/K
Use temperature: 358.15 K
Bake temperature: 523.15 K
Activation energy: 1.10 eV
kT at 85 C: 0.030863 eV
kT at 250 C: 0.045082 eV
1/T1 - 1/T2: 8.806285e-04 1/K
1/kT1 - 1/kT2: 10.2193 1/eV
Exponent ln A: 11.2412 (no unit)
Acceleration factor A: 76206 (no unit)
A for 1.0 eV: 27427 (no unit)
A for 1.2 eV: 211742 (no unit)
Factor in A per 0.1 eV: 2.779 (no unit)
Time ratio, integrated first-order law: 76206
Time ratio, integrated self-enhanced law: 76206
Loss criterion of model cell: 10.0 percent
Ten years: 87660 h
Equivalent bake at 250 C: 1.1503 h
Equivalent bake at 250 C: 69.0 min
First-order rate at 85 C: 3.3387e-10 1/s
First-order rate at 250 C: 2.5443e-05 1/s
Apparent prefactor nu: 1.006e+06 1/s
Loss after 100 h at 85 C: 0.01202 percent
Loss after 100 h at 250 C: 99.989 percent
Ratio of these losses: 8320 (no unit)
Barrier lowering at full charge: 0.10 eV
Time ratio with barrier lowering: 28957 (no unit)
Capture cross section: 1.0e-15 cm^2
Band-emission prefactor at 85 C: 1.924e+11 1/s
Band-emission prefactor at 250 C: 4.106e+11 1/s
(T2/T1)^2: 2.1336 (no unit)
Emission ratio if depth is 1.1 eV: 162597 (no unit)
Apparent energy minus depth: 0.0742 eV
Depth with apparent energy 1.1 eV: 1.0258 eV
Emission ratio at that depth: 76206 (no unit)
Trap distribution: 0.8 to 2.0 eV
Attempt frequency of distributed traps: 1.0e+13 1/s
Front 1.1 eV: loss 25.0 percent
  time to this loss at 85 C: 1.6912e+02 s
  time ratio 85 C to 250 C: 76206 (no unit)
Front 1.4 eV: loss 50.0 percent
  time to this loss at 85 C: 2.8164e+06 s
  time ratio 85 C to 250 C: 1634712 (no unit)
Front after ten years at 85 C: 1.5456 eV
Loss after ten years at 85 C: 62.14 percent
```
